# Statistical Inefficiency of a Reversible Markov Chain from Its Spectrum

## Result and conventions

Let $X_1, X_2, \dots$ be a Markov chain on $n$ states with $P_{ij} = \mathrm{Prob}(i \to j)$ and $\sum_j P_{ij} = 1$. One step is one proposed move, accepted or not. Assume that the chain is irreducible (every state can be reached from every other) and satisfies detailed balance, $\pi_i P_{ij} = \pi_j P_{ji}$, for a distribution with all $\pi_i > 0$. Write $\langle f,g\rangle = \sum_i \pi_i f_i g_i$ and $D = \mathrm{diag}(\pi)$. For an observable $f$ set $\bar f = \langle 1,f\rangle$, $f_0 = f - \bar f$, $\sigma^2 = \langle f_0,f_0\rangle > 0$ and $A_N = N^{-1}\sum_{t=1}^N f(X_t)$, with $X_1$ drawn from $\pi$.

(a) The matrix $S = D^{1/2} P D^{-1/2}$ is symmetric. The eigenvalues of $P$ are real, $1 = \lambda_1 > \lambda_2 \ge \dots \ge \lambda_n \ge -1$, with eigenvectors $u_k$ obeying $\langle u_k,u_l\rangle = \delta_{kl}$ and $u_1 = 1$.

(b) With weights $w_k = \langle u_k,f_0\rangle^2/\sigma^2$, which sum to one over $k \ge 2$,
$$s_N \equiv \frac{N\,\mathrm{Var}(A_N)}{\sigma^2} = \sum_{k\ge2} w_k\left[\frac{1+\lambda_k}{1-\lambda_k} - \frac{2\lambda_k(1-\lambda_k^N)}{N(1-\lambda_k)^2}\right]. \tag{1}$$

(c) The statistical inefficiency is
$$s = \lim_{N\to\infty} s_N = \sum_{k\ge2} w_k\,\frac{1+\lambda_k}{1-\lambda_k}. \tag{2}$$

If $s > 0$, then to leading order in $1/N$ the standard deviation of $A_N$ is $\sqrt{s\sigma^2/N}$, the value that $N_{\rm eff} = N/s$ independent samples would give. The integrated autocorrelation time is defined here as $\tau_{\rm int} = s/2$. The proof is for finite $n$.

## Symmetrisation

Summing detailed balance over $i$ gives $\sum_i \pi_i P_{ij} = \pi_j \sum_i P_{ji} = \pi_j$, so $\pi$ is stationary and every $X_t$ is distributed as $\pi$.

A Metropolis–Hastings chain with proposal $T_{ij}$ has $P_{ij} = T_{ij}\min[1, \pi_jT_{ji}/(\pi_iT_{ij})]$ for $i \ne j$, and the rejected probability sits on the diagonal. Multiplying by $\pi_i$ gives $\pi_iP_{ij} = \min(\pi_iT_{ij}, \pi_jT_{ji})$, which is unchanged when $i$ and $j$ are swapped. Detailed balance therefore holds, and for $i=j$ it is an identity.

The elements of $S$ are
$$S_{ij} = \sqrt{\pi_i}\,P_{ij}\,\frac{1}{\sqrt{\pi_j}} = \frac{\pi_iP_{ij}}{\sqrt{\pi_i\pi_j}}.$$
Numerator and denominator are both symmetric in $i,j$, so $S = S^{\mathsf T}$. A real symmetric matrix has real eigenvalues $\lambda_k$ and an orthonormal basis of eigenvectors $v_k$. Put $u_k = D^{-1/2}v_k$. Since $P = D^{-1/2}SD^{1/2}$,
$$Pu_k = D^{-1/2}Sv_k = \lambda_ku_k, \qquad \langle u_k,u_l\rangle = v_k^{\mathsf T}D^{-1/2}DD^{-1/2}v_l = \delta_{kl}.$$
The $n$ vectors $u_k$ form a basis, so the $\lambda_k$ are all the eigenvalues of $P$. The row sums give $P1 = 1$ and $\langle 1,1\rangle = 1$, so $u_1 = 1$ and $v_1 = \sqrt\pi$.

The range of the spectrum follows from expanding a square. For real $u$,
$$\tfrac12\sum_{ij}\pi_iP_{ij}(u_i \mp u_j)^2 = \tfrac12\sum_i\pi_iu_i^2 + \tfrac12\sum_j\pi_ju_j^2 \mp \sum_{ij}\pi_iu_iP_{ij}u_j = \langle u,(I \mp P)u\rangle, \tag{3}$$
where the first term uses the row sums and the second uses stationarity. The left side is not negative, and for a normalised eigenvector the right side is $1 \mp \lambda$. Hence $-1 \le \lambda \le 1$.

If $\lambda = 1$, the upper-sign sum vanishes, so $u_i = u_j$ whenever $P_{ij} > 0$. Irreducibility then makes $u$ constant, and $\lambda_1$ is simple. If $\lambda = -1$, the lower-sign sum vanishes, so $u_i = -u_j$ whenever $P_{ij} > 0$. Then $|u|$ is constant and every step changes the sign of $u$: the chain alternates between two classes of states, with period 2. A single $P_{ii} > 0$, for example at one state where rejection can occur, forces $u_i = -u_i = 0$ and hence $u = 0$, which excludes $\lambda = -1$.

## Variance of the average

Given $X_a = i$, the expectation of $f_0(X_{a+t})$ is $(P^tf_0)_i$ by the Markov property, and $X_a$ is distributed as $\pi$. The autocovariance is therefore $C(t) = \langle f_0,P^tf_0\rangle$. Expand $f_0 = \sum_k c_ku_k$ with $c_k = \langle u_k,f_0\rangle$. Here $c_1 = \langle 1,f_0\rangle = 0$, and orthonormality gives $\sigma^2 = \sum_{k\ge2}c_k^2$, so the weights $w_k = c_k^2/\sigma^2$ sum to one. From $P^tf_0 = \sum_kc_k\lambda_k^tu_k$,
$$\rho(t) \equiv \frac{C(t)}{\sigma^2} = \sum_{k\ge2}w_k\lambda_k^t. \tag{4}$$

The mean of $A_N$ is $\bar f$, so $N^2\,\mathrm{Var}(A_N) = \sum_{a,b=1}^N C(|a-b|)$. Of the $N^2$ ordered pairs, $N$ have $a = b$ and $2(N-t)$ have $|a-b| = t$. Dividing by $N\sigma^2$,
$$s_N = 1 + \frac2N\sum_{t=1}^{N-1}(N-t)\rho(t) = \frac1N\sum_{T=1}^{N}\Big[1 + 2\sum_{t=1}^{T-1}\rho(t)\Big]. \tag{5}$$
The two forms agree because a lag $t$ appears in the inner sum for $T = t+1,\dots,N$, which is $N-t$ times. The same regrouping, with the finite geometric series used twice, gives for $\lambda \ne 1$
$$\sum_{t=1}^{N-1}(N-t)\lambda^t = \sum_{T=1}^N\sum_{t=1}^{T-1}\lambda^t = \sum_{T=1}^N\frac{\lambda-\lambda^T}{1-\lambda} = \frac{N\lambda}{1-\lambda} - \frac{\lambda(1-\lambda^N)}{(1-\lambda)^2}.$$
Insert (4) in (5) and write the leading $1$ as $\sum_kw_k$. Mode $k$ contributes $w_k$ times $1 + 2\lambda_k/(1-\lambda_k) - 2\lambda_k(1-\lambda_k^N)/[N(1-\lambda_k)^2]$, and $1 + 2\lambda/(1-\lambda) = (1+\lambda)/(1-\lambda)$. This is (1). Because $|\lambda_k(1-\lambda_k^N)| \le 2$ and $1-\lambda_k \ge 1-\lambda_2 > 0$, the correction obeys $|s_N - s| \le 4/[N(1-\lambda_2)^2]$, and (2) follows.

Since $1-\lambda^N \ge 0$, modes with $\lambda_k > 0$ push $s_N$ below $s$ and modes with $\lambda_k < 0$ push it above, except that a mode with $\lambda_k = -1$ leaves it unchanged when $N$ is even. In a stationary run the variance of block averages of length $N$ is $s_N\sigma^2/N$, so with many blocks a blocking estimate of $s$ tends to $s_N$, and (1) gives its bias at that block length.

If $\lambda_n > -1$, each series $\sum_t\lambda_k^t$ converges and $s = 1 + 2\sum_{t\ge1}\rho(t)$. If $\lambda_n = -1$ carries weight, that series does not converge, but (5) shows that $s_N$ is the average of its partial sums, and (2) holds with factor zero for that mode. As an example take $P_{12} = P_{32} = 1$, $P_{21} = 0.3$, $P_{23} = 0.7$ and $f = (1,0,3)$. Rows 1 and 3 are equal, so one eigenvalue is $0$; the trace is zero, so the spectrum is $1, 0, -1$. With weight $w = 0.7742$ on $\lambda = -1$, $\rho(t) = w(-1)^t$ for $t \ge 1$, and the lag sums alternate between $1$ and $1-2w = -0.5484$. Their mean, $1-w = 0.2258$, is $s$.

## Evaluation without eigenvectors

A linear solve gives $s$ directly, and this route needs irreducibility and a stationary $\pi$ but no detailed balance. The matrix $M = I - P + 1\pi^{\mathsf T}$ is invertible. If $My = 0$, multiplying by $\pi^{\mathsf T}$ and using $\pi^{\mathsf T}(I-P) = 0$ gives $\pi^{\mathsf T}y = 0$, hence $Py = y$. At a state where $y$ is largest, $y_i = \sum_jP_{ij}y_j$ requires every reachable $y_j$ to equal that maximum, so $y$ is constant, and $\pi^{\mathsf T}y = 0$ makes it zero.

Solve $Mg = f_0$. Multiplying by $\pi^{\mathsf T}$ gives $\langle 1,g\rangle = 0$, so $(I-P)g = f_0$. Then $\sum_{t=0}^{T-1}P^tf_0 = g - P^Tg$ telescopes, and the bracket in (5), whose derivation did not use reversibility, is
$$1 + 2\sum_{t=1}^{T-1}\rho(t) = 2\sum_{t=0}^{T-1}\rho(t) - 1 = \frac{2\langle f_0,g\rangle - \sigma^2 - 2\langle f_0,P^Tg\rangle}{\sigma^2}.$$
Since $g$ has zero mean, the same solve gives $g = (I-P)g'$, and $N^{-1}\sum_{T=1}^NP^Tg = (Pg' - P^{N+1}g')/N$. This tends to zero, because $P$ averages and cannot increase the largest $|g'_i|$. Therefore
$$s\,\sigma^2 = 2\langle f_0,g\rangle - \sigma^2. \tag{6}$$
For a reversible chain $g = \sum_{k\ge2}c_ku_k/(1-\lambda_k)$, and (6) reads $s = \sum_kw_k[2/(1-\lambda_k) - 1]$, which is (2). An implementation should pass $S$ to a symmetric eigensolver, drop the eigenvector $\sqrt\pi$, form $c_k = v_k^{\mathsf T}D^{1/2}f_0$, and compare the result with (6).

## Consequences

Write $\phi(\lambda) = (1+\lambda)/(1-\lambda) = 2/(1-\lambda) - 1$. Its derivatives $2/(1-\lambda)^2$ and $4/(1-\lambda)^3$ are positive, so $\phi$ is increasing and convex, with $\phi(-1) = 0$ and $\phi(0) = 1$.

Being a weighted mean, $s$ satisfies $\phi(\lambda_n) \le s \le \phi(\lambda_2)$, and $f = u_2$ attains the upper bound. The gap $1-\lambda_2$ thus fixes the largest $s$ of any observable, while a slow mode with $w_k = 0$ does not enter the stationary $s_N$ or $s$ of $f$. A mode with $\lambda_k < 0$ has a factor below one: successive samples are anticorrelated and their fluctuations partly cancel. By (4), $\rho(1) = \sum_kw_k\lambda_k$, and Jensen's inequality for the convex $\phi$, together with (3), gives
$$s \ge \frac{1+\rho(1)}{1-\rho(1)}, \qquad 1-\rho(1) = \frac{1}{2\sigma^2}\sum_{ij}\pi_iP_{ij}(f_i-f_j)^2. \tag{7}$$
A mean-square jump in $f$ per step that is small compared with $\sigma^2$ therefore forces a large $s$.

The lazy chain $(I+P)/2$ has the same eigenvectors and $\lambda' = (1+\lambda)/2$, so $1-\lambda' = (1-\lambda)/2$ and $\phi(\lambda') = 4/(1-\lambda) - 1 = 2\phi(\lambda)+1$. Hence $s' = 2s+1$.

For two states with $P_{12} = a$ and $P_{21} = b$, the trace $2-a-b$ equals $1+\lambda_2$, and the single mode has weight one, so $s = (2-a-b)/(a+b)$. For $a = 0.2$, $b = 0.1$ this gives $\lambda_2 = 0.7$ and $s = 1.7/0.3 = 5.6667$. For $a = 0.9$, $b = 0.7$ it gives $\lambda_2 = -0.6$ and $s = 0.4/1.6 = 0.25$.

## Start away from equilibrium

Let $X_1$ have distribution $\mu$, assume $\lambda_n > -1$, and set $r = \max(|\lambda_2|,|\lambda_n|) < 1$ and $\Sigma_N = \sum_{t=1}^N f_0(X_t)$. The first moment telescopes: $\mathbb E\,\Sigma_N = \mu^{\mathsf T}(g - P^Ng)$, and $P^Ng$ is of order $r^N$. The bias of $A_N$ is therefore $g_i/N$, up to geometrically small terms, for a start at state $i$.

For the second moment, $S^t$ is symmetric, so $P^t$ obeys detailed balance. With $h_i = \mu_i/\pi_i$ this gives $(\mu^{\mathsf T}P^t)_j = \sum_ih_i\pi_i(P^t)_{ij} = \pi_j(P^th)_j$. Since $\langle 1,h\rangle = 1$, the expansion of $h$ in the $u_k$ shows that $\delta_t = \mu^{\mathsf T}P^t - \pi^{\mathsf T}$ is of order $r^t$. Ordering the pairs in $\Sigma_N^2$ by their earlier time $t$ and conditioning on $X_t$,
$$\mathbb E\,\Sigma_N^2 = \sum_{t=1}^N\mu^{\mathsf T}P^{t-1}G_{N-t}, \qquad G_m = f_0^2 + 2f_0\sum_{j=1}^mP^jf_0,$$
with products taken state by state. The sum over $j$ converges geometrically, so $G_m = G_\infty + O(r^m)$. Subtracting the stationary value leaves $\sum_t\delta_{t-1}G_{N-t} = \sum_t\delta_{t-1}G_\infty + O(Nr^{N-1})$, a constant up to geometrically small terms. By (1) the stationary value is $Ns_N\sigma^2 = Ns\sigma^2$ plus a constant plus $O(r^N)$. The mean-square error of $A_N$ about $\bar f$ is then $s\sigma^2/N + O(N^{-2})$, with the same $s$ for any start.

## Where the spectral formula fails

Without detailed balance $S$ is not symmetric. Take three states on a ring, with probabilities $0.1$ to stay, $0.8$ to step forward and $0.1$ to step back, so that $\pi$ is uniform. The vectors $\omega^{\pm j}$, $\omega = e^{2\pi i/3}$, are orthogonal eigenvectors with $\lambda = 0.1 + 0.8\omega + 0.1\bar\omega = -0.35 + 0.6062\,i$ and its conjugate. A real $f_0$ has equal weight on the two, so $\rho(t) = \mathrm{Re}\,\lambda^t$ and
$$s = \mathrm{Re}\,\frac{1+\lambda}{1-\lambda} = \frac{1-|\lambda|^2}{|1-\lambda|^2} = \frac{1-0.49}{1.35^2+0.6062^2} = 0.2329.$$
Equation (6) reproduces this. Code that symmetrises $S$ before diagonalising finds $-0.35$ twice and returns $0.65/1.35 = 0.4815$, so the asymmetry of $S$ must be checked first.

A fixed-order sweep over electrons multiplies kernels. Detailed balance reads $DP = P^{\mathsf T}D$. For two reversible kernels, $\pi^{\mathsf T}P_1P_2 = \pi^{\mathsf T}$, but $(DP_1P_2)^{\mathsf T} = P_2^{\mathsf T}P_1^{\mathsf T}D = P_2^{\mathsf T}DP_1 = DP_2P_1$. The product is reversible if and only if $P_1$ and $P_2$ commute. For one random pair of four-state kernels the largest $|\pi_iP_{ij}-\pi_jP_{ji}|$ of the product is $6.88\times10^{-3}$. The same transposition maps $DP_1P_2P_1$ and $D(P_1+P_2)/2$ to themselves, so palindromic and randomly chosen updates are reversible. For an irreducible fixed-order sweep, (6) still applies if $P$ is the kernel of the whole sweep and $f$ is recorded once per sweep; $N$ then counts sweeps, not single moves.

Without irreducibility, but still with all $\pi_i > 0$ so that no state is transient, there are at least two closed classes and $\lambda = 1$ is degenerate. A further mode with $\lambda_k = 1$ puts $w_k[1 + (2/N)\sum_t(N-t)] = w_kN$ into (5), so if $w_k > 0$ the variance of the sum grows as $N^2$ and that of $A_N$ does not decay. For two disconnected pairs of states, with probability $0.4$ of switching within a pair, uniform $\pi$ and $f = (1,2,4,7)$, doubling $N$ from 1000 to 2000 multiplies the variance of the sum by $3.9991$.

## Worked example: variational Monte Carlo on a grid

In atomic units take the model $H = -\tfrac12\,d^2/dx^2 + \tfrac12x^2$ and $\psi = e^{-\alpha x^2/2}$ with $\alpha = 0.8\ \mathrm{bohr}^{-2}$. From $\psi' = -\alpha x\psi$ and $\psi'' = (\alpha^2x^2-\alpha)\psi$, the local energy is
$$E_L = \frac{H\psi}{\psi} = \frac\alpha2 + \frac{(1-\alpha^2)x^2}{2}.$$
The density $\psi^2$ is a Gaussian of variance $1/(2\alpha)$, with fourth moment $3/(4\alpha^2)$, so $\mathrm{Var}(x^2) = 3/(4\alpha^2) - 1/(4\alpha^2) = 1/(2\alpha^2)$. Then $E = \alpha/2 + (1-\alpha^2)/(4\alpha) = \alpha/4 + 1/(4\alpha) = 0.2 + 0.3125 = 0.5125$ hartree ($13.9458$ eV), and $\sigma^2 = (1-\alpha^2)^2/(8\alpha^2) = 0.1296/5.12 = 0.0253125$ hartree$^2$.

The chain lives on $n = 101$ points of spacing $h = 0.1$ bohr with $|x| \le 5$ bohr and $\pi_i \propto \psi^2(x_i)$. The grid sums give the same $E$ and $\sigma^2$ to the digits shown. All values of $s$ belong to this grid chain and are not converged in $h$: at a fixed maximum step of $1.0$ bohr, refining $h$ from $0.1$ to $0.05$ and $0.025$ bohr raises $s(E_L)$ from $6.83$ to $7.23$ and $7.45$, and $s(x)$ from $9.93$ to $10.58$ and $10.93$, while widening the box to $|x| \le 6$ bohr changes neither in the digits shown. A move of $\pm1,\dots,\pm m$ points is proposed with probability $1/(2m)$ each, and off-grid proposals are rejected. For $m = 10$, a maximum step of $1.0$ bohr, the acceptance $1 - \sum_i\pi_iP_{ii}$ is $0.7323$ and the spectrum below $\lambda_1$ runs from $0.82468$ down to $0.1075$.

| $k$ | $\lambda_k$ | $\phi(\lambda_k)$ | $w_k(E_L)$ | $w_k\phi$ | $w_k(x)$ |
|---|---|---|---|---|---|
| 2 | 0.82468 | 10.4075 | 0.00000 | 0.0000 | 0.91395 |
| 3 | 0.76177 | 7.3952 | 0.80476 | 5.9514 | 0.00000 |
| 4 | 0.71062 | 5.9113 | 0.00000 | 0.0000 | 0.04674 |
| 5 | 0.68141 | 5.2777 | 0.10021 | 0.5289 | 0.00000 |
| 6 | 0.65177 | 4.7433 | 0.00000 | 0.0000 | 0.01511 |
| 7 | 0.62796 | 4.3757 | 0.04278 | 0.1872 | 0.00000 |

Both $\pi$ and the proposal are unchanged by $x \to -x$, so $P$ commutes with the reflection and each non-degenerate eigenvector is even or odd. An even function such as $E_L$ is orthogonal to the odd ones. The slowest mode is found to be odd, so it governs $x$ and is absent from $E_L$. For $k = 3$, $\phi = 1.76177/0.23823 = 7.3952$ and $0.80476 \times 7.3952 = 5.9514$. The modes $k \ge 8$ carry weight $0.05225$ and contribute $0.1602$. The total is
$$s(E_L) = 5.9514 + 0.5289 + 0.1872 + 0.1602 = 6.828,$$
and the spectral sum, the lag sum and (6) each give $6.827592$, so $\tau_{\rm int} = 3.41$ moves. For the position, $s(x) = 9.93$. Both lie between the bounds $\phi(\lambda_n) = 1.24$ and $\phi(\lambda_2) = 10.41$. With $\rho(1) = 0.7337$, inequality (7) gives $s(E_L) \ge 1.7337/0.2663 = 6.51$. The lazy chain has $2 \times 6.8276 + 1 = 14.655$.

Equation (1) gives $s_N = 3.2715$, $6.3562$ and $6.7805$ at $N = 5$, $50$ and $500$, which lie $52\%$, $6.9\%$ and $0.7\%$ below $s$. A propose-and-accept simulation of 20000 walkers with 500 moves each gives $s_{500} = 6.745 \pm 0.079$, within one standard error of $6.7805$.

For $N = 10^6$ moves, $N_{\rm eff} = 10^6/6.8276 = 1.46\times10^5$. The error for independent samples would be $\sqrt{0.0253125/10^6} = 1.591\times10^{-4}$ hartree. Multiplying by $\sqrt{6.8276} = 2.613$ gives the error of the energy, $4.157\times10^{-4}$ hartree or $0.0113$ eV. A start at $x = 2.0$ bohr adds a bias of $2.5388/N$ hartree, here $2.5\times10^{-6}$ hartree, which is $0.6\%$ of that error.

| step (bohr) | acceptance | $\lambda_2$ | $s(E_L)$ | $s(x)$ |
|---|---|---|---|---|
| 0.2 | 0.925 | 0.9819 | 59.432 | 109.420 |
| 0.5 | 0.850 | 0.9320 | 16.746 | 28.070 |
| 1.0 | 0.732 | 0.8247 | 6.828 | 9.935 |
| 2.0 | 0.534 | 0.6647 | 3.845 | 4.287 |
| 3.0 | 0.393 | 0.6698 | 4.070 | 3.550 |
| 5.0 | 0.242 | 0.8018 | 6.830 | 5.311 |
| 10.0 | 0.121 | 0.9009 | 14.649 | 11.580 |

Inequality (7) forces large $s$ at both ends of the scan. Let $\Delta$ be the maximum step. For $f = x$, with $\sigma^2 = 1/(2\alpha)$, (7) gives $1-\rho(1) \le \Delta^2/(2\sigma^2) = \alpha\Delta^2$. For $E_L$, $(f_i-f_j)^2 = \tfrac14(1-\alpha^2)^2(x_i-x_j)^2(x_i+x_j)^2$, and $(x_i+x_j)^2 \le 2x_i^2+2x_j^2$, whose stationary average over a step is $4\langle x,x\rangle = 2/\alpha$. Hence $1-\rho(1) \le (1-\alpha^2)^2\Delta^2/(4\alpha\sigma^2) = 2\alpha\Delta^2$. At $\Delta = 0.2$ bohr these bounds are $0.032$ and $0.064$, which force $s(x) \ge 61$ and $s(E_L) \ge 30$. For long steps, $\pi_iP_{ij} = \min(\pi_i,\pi_j)/(2m)$ gives $1-\rho(1) \le \sum_{ij}\min(\pi_i,\pi_j)(f_i-f_j)^2/(4m\sigma^2)$, which falls as $1/m$. The last two rows can be compared through the lazy-chain rule. Going from $m = 50$ to $m = 100$ halves every existing off-diagonal element and adds moves longer than 5 bohr. The halving alone would give $2 \times 6.830 + 1 = 14.660$ for $E_L$ and $2 \times 5.311 + 1 = 11.622$ for $x$, against the computed $14.649$ and $11.580$, and the added moves account for the differences.

Among the steps scanned, $s(E_L)$ is smallest at $2.0$ bohr and $s(x)$ at $3.0$ bohr, and from $3.0$ bohr upward $s(E_L)$ exceeds $s(x)$, reversing the order found at short steps. No single one of the seven steps, and so none of the tabulated values of the acceptance or of $\lambda_2$, minimises both. The numerical check that follows tests (1) against enumeration of all paths, exact moment propagation and the simulation, and tests (2) against the lag sum and (6).

## Values computed for the example and the checks

```
sweep P1P2: max flux imbalance = 6.88e-03
two-state a=0.2 b=0.1: lambda = 0.7000, s = 5.6667
two-state a=0.9 b=0.7: lambda = -0.6000, s = 0.2500
period-2 chain: w(lambda=-1) = 0.7742, s = 0.2258
period-2 chain: lag sums to 100, 101 = 1.0000, -0.5484
cycle 0.1/0.8/0.1: lambda = -0.3500 +- 0.6062i
cycle: true s = 0.2329, from symmetrised S = 0.4815
reducible chain: Var(sum,2000)/Var(sum,1000) = 3.9991
alpha = 0.8 bohr^-2, h = 0.1 bohr, n = 101, m = 10, max step = 1.0 bohr
E = 0.512500 hartree = 13.9458 eV
sigma^2(E_L) = 0.0253125 hartree^2
acceptance = 0.7323, lambda_min = 0.1075
k=2: lambda 0.82468 factor 10.4075 w(E_L) 0.00000 w*factor 0.0000 w(x) 0.91395
k=3: lambda 0.76177 factor 7.3952 w(E_L) 0.80476 w*factor 5.9514 w(x) 0.00000
k=4: lambda 0.71062 factor 5.9113 w(E_L) 0.00000 w*factor 0.0000 w(x) 0.04674
k=5: lambda 0.68141 factor 5.2777 w(E_L) 0.10021 w*factor 0.5289 w(x) 0.00000
k=6: lambda 0.65177 factor 4.7433 w(E_L) 0.00000 w*factor 0.0000 w(x) 0.01511
k=7: lambda 0.62796 factor 4.3757 w(E_L) 0.04278 w*factor 0.1872 w(x) 0.00000
k>=8: w(E_L) 0.05225 w*factor 0.1602
rho(1), rho(2), rho(5), rho(20) = 0.7337, 0.5436, 0.2274, 0.00354
s(E_L): spectral 6.827592, lag sum 6.827592, linear solve 6.827592
tau_int(E_L) = 3.4138 moves, s(x) = 9.9348
bounds on s: 1.2409 to 10.4075; lazy chain s(E_L) = 14.6552
s_N(E_L) at N = 5: 3.2715
s_N(E_L) at N = 50: 6.3562
s_N(E_L) at N = 500: 6.7805
simulation, 20000 walkers x 500 moves: s_N = 6.745 +- 0.079
start at x = 2.0 bohr: N*bias = 2.5388 hartree
N = 1000000: N_eff = 146465, naive error = 1.591e-04 hartree
true error = 4.157e-04 hartree = 1.131e-02 eV
step  0.2 bohr: acc 0.925 lambda_2 0.9819 s(E_L) 59.432 s(x) 109.420
step  0.5 bohr: acc 0.850 lambda_2 0.9320 s(E_L) 16.746 s(x) 28.070
step  1.0 bohr: acc 0.732 lambda_2 0.8247 s(E_L) 6.828 s(x) 9.935
step  2.0 bohr: acc 0.534 lambda_2 0.6647 s(E_L) 3.845 s(x) 4.287
step  3.0 bohr: acc 0.393 lambda_2 0.6698 s(E_L) 4.070 s(x) 3.550
step  5.0 bohr: acc 0.242 lambda_2 0.8018 s(E_L) 6.830 s(x) 5.311
step 10.0 bohr: acc 0.121 lambda_2 0.9009 s(E_L) 14.649 s(x) 11.580
```
